**Surface charge behind 0.5 V of band bending in silicon**

For n-type silicon with donor density N = 1e16 cm^-3 and depleting surface bending V = 0.5 V, the program evaluates S = sqrt(2 eps N V / q), where S is the number of surface charges per area, eps the permittivity and q the elementary charge. It finds S = 2.543e11 cm^-2, which is 0.0375, 0.0325 and 0.0265 percent of the atoms on ideal (100), (111) and (110) faces. It asserts that these fractions lie below 0.05 percent and compares the plane densities with counts of diamond-lattice sites. A finite-difference solution of the nonlinear Poisson equation is compared with its first integral and puts S 2.62 percent below the full-depletion value at 300 K. Surface states filled by Fermi statistics show a shift of 0.42 meV from the neutrality level for one state per atom, and 0.279 eV for one state per thousand atoms. The program also sizes hole charge, un-ionized donors, peak field, tunnelling and potential roughness. For the opposite bending, a Fermi-Dirac estimate without quantum confinement gives 5.3 percent on (100), so the result is limited to depletion.

## Verification by program

```python
"""
Result under test: n-type silicon with N = 1e16 donors/cm3 and 0.5 V of
depleting surface band bending V needs S = sqrt(2 eps N V / q) surface
charges per area, fewer than 0.05 percent of the atoms in the outermost
plane of an unreconstructed (100), (111) or (110) surface.
q: elementary charge, eps: permittivity of silicon, W: depletion width,
u = q V / (k T), r: bulk hole/electron ratio, L: Debye length.
SI units inside the program; engineering units in the printed output.
Material parameters are rough typical values for silicon.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit, gamma

q, k_B, hbar = const.e, const.k, const.hbar
T = 300.0
eps_r = 11.7
eps = eps_r * const.epsilon_0
N = 1e16 * 1e6
V = 0.5
a = 0.5431e-9
n_i = 1e10 * 1e6
N_c = 2.8e19 * 1e6
gap = 1.12
donor_depth = 0.045
light_mass = 0.19
breakdown = 0.3e8
limit = 5e-4
kT = k_B * T / q          # thermal energy in eV
CM2 = 1e-4                # per m2 -> per cm2


def sheet_depletion(bending, doping=N):
    return np.sqrt(2 * eps * doping * bending / q)


# Full depletion: recover the bending by integrating the slab's charge
W = np.sqrt(2 * eps * V / (q * N))
S = sheet_depletion(V)


def slab_bending(sheet, doping):
    """Bending of a uniformly charged slab holding the given sheet charge."""
    width = sheet / doping
    # dimensionless depth keeps the quadrature well scaled
    moment = quad(lambda s: s, 0, 1)[0] * width**2
    return q * doping * moment / eps


assert abs(slab_bending(S, N) - V) < 1e-10
assert abs(S / (N * W) - 1) < 1e-12

# Surface atoms: formulas against a count of diamond-lattice sites
plane_density = {
    (1, 0, 0): 2 / a**2,
    (1, 1, 1): 4 / (np.sqrt(3) * a**2),
    (1, 1, 0): 4 / (np.sqrt(2) * a**2),
}
half = 26
radius = 25.0
cells = np.arange(-half, half + 1) * 4
grid = np.stack(np.meshgrid(cells, cells, cells, indexing="ij"), -1)
grid = grid.reshape(-1, 3)
fcc = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
basis = np.vstack([fcc, fcc + 1])      # coordinates in units of a/4
for normal, formula in plane_density.items():
    count = 0
    for site in basis:
        atoms = grid + site
        in_plane = atoms[atoms @ np.array(normal) == 0]
        distance2 = np.sum(in_plane**2, axis=1) / 16
        count += np.count_nonzero(distance2 <= radius**2)
    counted = count / (np.pi * radius**2 * a**2)
    # finite disc: sites at the rim give an error below two percent
    assert abs(counted / formula - 1) < 0.02
fractions = {face: S / n for face, n in plane_density.items()}
assert all(f < limit for f in fractions.values())
n_100 = plane_density[(1, 0, 0)]
n_111 = plane_density[(1, 1, 1)]
adatom_fraction = S / (n_111 * 12 / 49)   # 12 adatoms per 7x7 cell
assert adatom_fraction > limit

# Largest doping that keeps the (100) face below the limit
N_limit = (limit * n_100)**2 * q / (2 * eps * V)
assert abs(slab_bending(limit * n_100, N_limit) - V) < 1e-10


# Mobile carriers: finite-difference solution of nonlinear Poisson equation
def debye(temp):
    return np.sqrt(eps * k_B * temp / (q**2 * N))


def sheet_numeric(temp, r):
    u0 = q * V / (k_B * temp)
    w = np.sqrt(2 * u0)
    x = np.linspace(0, w + 15, 8001)
    h = x[1] - x[0]
    u = u0 * np.clip(1 - x / w, 0, None)**2
    for _ in range(60):
        inner = u[1:-1]
        charge = 1 - np.exp(-inner) + r * np.expm1(inner)
        slope = np.exp(-inner) + r * np.exp(inner)
        residual = (u[:-2] - 2 * inner + u[2:]) / h**2 - charge
        band = np.zeros((3, inner.size))
        band[0, 1:] = 1 / h**2
        band[1] = -2 / h**2 - slope
        band[2, :-1] = 1 / h**2
        step = solve_banded((1, 1), band, -residual)
        u[1:-1] += step
        if np.max(np.abs(step)) < 1e-8:
            break
    else:
        raise RuntimeError("Poisson solver did not converge")
    density = 1 - np.exp(-u) + r * np.expm1(u)
    return N * debye(temp) * trapezoid(density, x)


def sheet_first_integral(temp, r):
    u0 = q * V / (k_B * temp)
    bracket = u0 - 1 + np.exp(-u0) + r * (np.exp(u0) - u0 - 1)
    return N * debye(temp) * np.sqrt(2 * bracket)


r300 = (n_i / N)**2
T_hot = 400.0
n_i_hot = n_i * (T_hot / T)**1.5 * np.exp(
    -gap * q / (2 * k_B) * (1 / T_hot - 1 / T))
r400 = (n_i_hot / N)**2
T_cold = 30.0             # artificial: donors kept ionized, no holes
S300 = sheet_numeric(T, r300)
S400 = sheet_numeric(T_hot, r400)
S_cold = sheet_numeric(T_cold, 0.0)
for value, temp, r in ((S300, T, r300), (S400, T_hot, r400),
                       (S_cold, T_cold, 0.0)):
    assert abs(value / sheet_first_integral(temp, r) - 1) < 1e-4
    assert value < S
assert (S - S_cold) < 0.15 * (S - S300)
S_no_holes = sheet_numeric(T, 0.0)
assert abs(S300 / S_no_holes - 1) < 1e-3
surface_holes = n_i**2 / N * np.exp(V / kT)

# Pinning: Fermi occupation of states spread evenly over the gap
bulk_depth = kT * np.log(N_c / N)
neutral_level = gap - bulk_depth - V      # above the valence band, eV
energy = np.linspace(0, gap, 20001)


def pinned_bending(states):
    def imbalance(bending):
        fermi = neutral_level + V - bending
        filled = trapezoid(expit((fermi - energy) / kT), energy)
        return (states * (filled - neutral_level)
                - sheet_depletion(bending)) / S
    return brentq(imbalance, 1e-9, V, xtol=1e-13)


D_dense = n_100 / gap
D_sparse = D_dense / 1000
V_dense = pinned_bending(D_dense)
V_sparse = pinned_bending(D_sparse)
shift_formula = S / D_dense
assert abs((V - V_dense) / shift_formula - 1) < 2e-3
A = S / np.sqrt(V)
root = (-A + np.sqrt(A**2 + 4 * D_sparse**2 * V)) / (2 * D_sparse)
assert abs(V_sparse / root**2 - 1) < 1e-4
assert V - V_dense < 1e-3 and V - V_sparse > 0.1
assert S < n_100 / 1000

# Un-ionized donors in the neutral bulk, from charge balance
def donor_balance(fermi):                 # energy from conduction band, eV
    electrons = N_c * np.exp(fermi / kT)
    ionized = N / (1 + 2 * np.exp((fermi + donor_depth) / kT))
    return (electrons - ionized) / N


fermi_bulk = brentq(donor_balance, -0.6, 0.0)
neutral_donors = 1 - N_c * np.exp(fermi_bulk / kT) / N

# Peak field and tunnelling through the whole depletion barrier
peak_field = q * S / eps
assert abs(quad(lambda s: peak_field * W * (1 - s), 0, 1)[0] - V) < 1e-10
mass = light_mass * const.m_e
wkb = 2 * W * quad(
    lambda s: np.sqrt(2 * mass * q * V) * (1 - s) / hbar, 0, 1)[0]
E00 = hbar / 2 * np.sqrt(N / (mass * eps))   # in eV
assert abs(wkb * E00 / V - 1) < 1e-8
assert peak_field < breakdown and wkb > 100

# Roughness from random surface charges, at a depth of one mean spacing
spacing = 1 / np.sqrt(S)
coulomb = q / (2 * np.pi * const.epsilon_0 * (1 + eps_r))
rms = coulomb * np.sqrt(np.pi * S * np.log(1 + (W / spacing)**2))
rng = np.random.default_rng(4)
samples = []
for number in rng.poisson(S * np.pi * W**2, 4000):
    rho2 = W**2 * rng.random(number)
    samples.append(coulomb * np.sum(1 / np.sqrt(rho2 + spacing**2)))
# 4000 samples fix a standard deviation to about one percent
assert abs(np.std(samples) / rms - 1) < 0.06
rough_fraction = sheet_depletion(V + rms) / n_100
assert rough_fraction < limit


# Opposite bending: accumulation with Fermi-Dirac statistics
def fermi_integral(order, eta):
    value = quad(lambda t: t**order * expit(eta - t), 0, 70, limit=200)[0]
    return value / gamma(order + 1)


eta_bulk = np.log(N / N_c)
u_surface = V / kT
area = quad(lambda u: N_c * fermi_integral(0.5, eta_bulk + u) - N,
            0, u_surface, epsrel=1e-7)[0]
pressure = N_c * (fermi_integral(1.5, eta_bulk + u_surface)
                  - fermi_integral(1.5, eta_bulk)) - N * u_surface
assert abs(area / pressure - 1) < 1e-4
S_acc = np.sqrt(2 * eps * k_B * T * area) / q
assert S_acc / n_100 > limit

print(f"Temperature: {T:.0f} K; kT = {kT*1e3:.2f} meV")
print(f"Donor density N: {N*1e-6:.1e} cm^-3")
print(f"Surface bending V: {V:.2f} V; u = {V/kT:.2f}")
print(f"Relative permittivity: {eps_r:.1f}")
print(f"Lattice constant a: {a*1e9:.4f} nm")
print(f"Intrinsic density, rough: {n_i*1e-6:.1e} cm^-3")
print(f"Conduction-band density N_c, rough: {N_c*1e-6:.1e} cm^-3")
print(f"Band gap, rough: {gap:.2f} eV")
print(f"Depletion width W: {W*1e9:.1f} nm")
print(f"Surface charges S, full depletion: {S*CM2:.3e} cm^-2")
for face, n in plane_density.items():
    name = "".join(map(str, face))
    print(f"({name}) atoms: {n*CM2:.3e} cm^-2; "
          f"charged: {100*fractions[face]:.4f} percent")
print(f"(100) atoms per surface charge: {n_100/S:.0f}")
print(f"Mean spacing of surface charges: {spacing*1e9:.1f} nm")
print(f"7x7 adatoms only, charged: {100*adatom_fraction:.3f} percent")
print(f"Doping at 0.05 percent on (100): {N_limit*1e-6:.2e} cm^-3")
print(f"Debye length at 300 K: {debye(T)*1e9:.1f} nm")
print(f"S with mobile carriers, 300 K: {S300*CM2:.3e} cm^-2")
print(f"Shortfall from full depletion, 300 K: {100*(1-S300/S):.2f} percent")
print(f"Shortfall, artificial 30 K: {100*(1-S_cold/S):.2f} percent")
print(f"S with mobile carriers, 400 K: {S400*CM2:.3e} cm^-2")
print(f"Surface hole density, 300 K: {surface_holes*1e-6:.2e} cm^-3")
print(f"Relative rise of S due to holes: {S300/S_no_holes-1:.1e}")
print(f"Bulk Fermi level below conduction band: {bulk_depth:.3f} eV")
print(f"Neutrality level above valence band: {neutral_level:.3f} eV")
print(f"Dense states, 1 per atom: {D_dense*CM2:.2e} cm^-2 eV^-1")
print(f"Dense states, Fermi shift: {(V-V_dense)*1e3:.3f} meV")
print(f"Estimate S/D of that shift: {shift_formula*1e3:.3f} meV")
print(f"Sparse states, 1 per 1000: {D_sparse*CM2:.2e} cm^-2 eV^-1")
print(f"Sparse states, total: {n_100/1000*CM2:.2e} cm^-2")
print(f"Sparse states, actual bending: {V_sparse:.3f} V")
print(f"Sparse states, Fermi shift: {V-V_sparse:.3f} eV")
print(f"Donor depth, rough: {donor_depth*1e3:.0f} meV")
print(f"Un-ionized bulk donors: {100*neutral_donors:.2f} percent")
print(f"Peak field: {peak_field*1e-8:.4f} MV/cm")
print(f"Breakdown field, rough: {breakdown*1e-8:.1f} MV/cm")
print(f"Light electron mass, rough: {light_mass:.2f} m_e")
print(f"Tunnelling exponent (probability exp(-x)): x = {wkb:.0f}")
print(f"Rms potential roughness, one spacing deep: {rms*1e3:.0f} mV")
print(f"(100) fraction at V + rms: {100*rough_fraction:.4f} percent")
print(f"Accumulation at 0.5 V, S: {S_acc*CM2:.2e} cm^-2")
print(f"Accumulation, (100) fraction: {100*S_acc/n_100:.1f} percent")
print("verified")
```

It prints:

```
Temperature: 300 K; kT = 25.85 meV
Donor density N: 1.0e+16 cm^-3
Surface bending V: 0.50 V; u = 19.34
Relative permittivity: 11.7
Lattice constant a: 0.5431 nm
Intrinsic density, rough: 1.0e+10 cm^-3
Conduction-band density N_c, rough: 2.8e+19 cm^-3
Band gap, rough: 1.12 eV
Depletion width W: 254.3 nm
Surface charges S, full depletion: 2.543e+11 cm^-2
(100) atoms: 6.781e+14 cm^-2; charged: 0.0375 percent
(111) atoms: 7.830e+14 cm^-2; charged: 0.0325 percent
(110) atoms: 9.589e+14 cm^-2; charged: 0.0265 percent
(100) atoms per surface charge: 2667
Mean spacing of surface charges: 19.8 nm
7x7 adatoms only, charged: 0.133 percent
Doping at 0.05 percent on (100): 1.78e+16 cm^-3
Debye length at 300 K: 40.9 nm
S with mobile carriers, 300 K: 2.476e+11 cm^-2
Shortfall from full depletion, 300 K: 2.62 percent
Shortfall, artificial 30 K: 0.26 percent
S with mobile carriers, 400 K: 2.475e+11 cm^-2
Surface hole density, 300 K: 2.51e+12 cm^-3
Relative rise of S due to holes: 6.8e-06
Bulk Fermi level below conduction band: 0.205 eV
Neutrality level above valence band: 0.415 eV
Dense states, 1 per atom: 6.05e+14 cm^-2 eV^-1
Dense states, Fermi shift: 0.420 meV
Estimate S/D of that shift: 0.420 meV
Sparse states, 1 per 1000: 6.05e+11 cm^-2 eV^-1
Sparse states, total: 6.78e+11 cm^-2
Sparse states, actual bending: 0.221 V
Sparse states, Fermi shift: 0.279 eV
Donor depth, rough: 45 meV
Un-ionized bulk donors: 0.40 percent
Peak field: 0.0393 MV/cm
Breakdown field, rough: 0.3 MV/cm
Light electron mass, rough: 0.19 m_e
Tunnelling exponent (probability exp(-x)): x = 402
Rms potential roughness, one spacing deep: 46 mV
(100) fraction at V + rms: 0.0392 percent
Accumulation at 0.5 V, S: 3.60e+13 cm^-2
Accumulation, (100) fraction: 5.3 percent
verified
```
